# Multiple spawning: amplitude equations and the centroid approximation for matrix elements, part 3

The multiple-spawning equations and their SPA0 matrix elements are tested on a two-state model and LiH, in atomic units with nuclear mass $M$ and prime $d/dR$. Here $\Psi=\sum_kc_kb_k$, $b_k=\chi_k\phi_{I_k}$, with normalized Gaussians $\chi_k\propto e^{-\alpha_k(R-R_k)^2+iP_k(R-R_k)+i\gamma_k}$ and real adiabatic states $\phi_I$ of energy $E_I$. For two states, $d=\langle\phi_0|\partial\phi_1\rangle_r$ and

$$\hat H^{II} = -\frac{\partial^2}{2M} + E_I + \frac{d^2}{2M}, \qquad \hat H^{01} = -\frac{1}{M}\Big(d\,\partial + \tfrac12 d'\Big), \qquad \hat H^{10} = -\hat H^{01}. \tag{4}$$

With $S_{kl}=\langle b_k|b_l\rangle$, $\dot S_{kl}=\langle b_k|\dot b_l\rangle$ and $H_{kl}=\langle b_k|\hat H|b_l\rangle$, minimizing the residual $(i\partial_t-\hat H)\Psi$ gives

$$S\dot c = -i\,(H - i\dot S)\,c = -iHc - \dot Sc. \tag{5}$$

$$S^{II}\dot c^{\,I} = -i\Big[\big(H^{II} - i\dot S^{II}\big)c^I + \sum_{J\ne I}H^{IJ}c^J\Big]. \tag{6}$$

$$\frac{dS_{kl}}{dt} = \langle\dot b_k|b_l\rangle + \langle b_k|\dot b_l\rangle = (\dot S^\dagger + \dot S)_{kl}. \tag{7}$$

The population $n_I$ and energy $E$ obey, with $w=\sum_lc_l\dot b_l$ and $\hat Q$ projecting out the basis span,

$$\dot n_I = 2\,\mathrm{Im}\sum_{J\ne I}c^{I\dagger}H^{IJ}c^J. \tag{9}$$

$$\dot E = 2\,\mathrm{Re}\,\langle\hat H\Psi|\hat Q|w\rangle. \tag{10}$$

Now let $S_{kl}=\langle1\rangle_{kl}$ for any states, $\langle f\rangle_{kl}=\int\chi_k^*f\chi_l\,dR$, $A=\alpha_k+\alpha_l$, $\bar R=(\alpha_kR_k+\alpha_lR_l)/A$, $\Delta R=R_l-R_k$, $\delta=(P_l-P_k)/2A$, $R^*=\bar R+i\delta$ and $\varphi=P_l(\bar R-R_l)-P_k(\bar R-R_k)+\gamma_l-\gamma_k$. Then

$$S_{kl} = \Big(\frac{2\sqrt{\alpha_k\alpha_l}}{A}\Big)^{1/2}\exp\!\Big[-\frac{\alpha_k\alpha_l\Delta R^2}{A} - A\delta^2 + i\varphi\Big], \qquad \chi_k^*\chi_l = S_{kl}\sqrt{\frac{A}{\pi}}\,e^{-A(R-R^*)^2}. \tag{12}$$

$$\langle\partial\rangle_{kl} = S_{kl}\eta_{kl}, \qquad \eta_{kl} = \frac{2\alpha_k\alpha_l\Delta R + i(\alpha_kP_l+\alpha_lP_k)}{A}. \tag{15}$$

$$T_{kl} = -\frac{S_{kl}}{2M}\Big(\eta_{kl}^2 - \frac{2\alpha_k\alpha_l}{A}\Big). \tag{16}$$

$$\dot S_{kl} = S_{kl}\Big[(2\alpha_l\dot R_l+i\dot P_l)(R^*-R_l) - iP_l\dot R_l + i\dot\gamma_l\Big]. \tag{17}$$

For $V_{kl}=\langle V\rangle_{kl}$,

$$\frac{V_{kl}}{S_{kl}} = \sum_{n=0}^\infty\frac{V^{(2n)}(R^*)}{n!\,(4A)^n} = \Big[e^{\partial^2/4A}V\Big]_{R^*}. \tag{20}$$

$$\frac{V_{kl}}{S_{kl}} = V(\bar R) + i\delta\,V'(\bar R) + \frac12V''(\bar R)\Big(\frac{1}{2A}-\delta^2\Big) + \dots \tag{21}$$

$$V_{kl}\approx V(\bar R_{kl})\,S_{kl}\qquad\text{(SPA0)}. \tag{22}$$

$$|\delta\,V'S_{kl}| \le \frac{|V'(\bar R)|}{\sqrt{2eA}}. \tag{23}$$

$V(R^*)$ is the complex-saddle value. With $k$ on state 0 and $l$ on state 1,

$$H^{01}_{kl} = -\frac1M\Big[\eta_{kl}\langle d\rangle_{kl} + \frac{\alpha_k-\alpha_l}{2A}\langle d'\rangle_{kl}\Big] = -\frac1M\Big[\eta_{kl}\langle d\rangle_{kl} + (\alpha_k-\alpha_l)\langle d\,(R-R^*)\rangle_{kl}\Big]. \tag{24}$$

$$H^{01}_{kl}\approx-\frac{1}{M}\,d(\bar R_{kl})\,S_{kl}\,\eta_{kl}\qquad\text{(SPA0)}. \tag{25}$$

For equal widths, (20) and (21) hold with $V\to d$. For an energy-conserving child $k$ at the position of parent $l$ and gap $\Delta E$, the first-order term missing from (25) is

$$-\frac{S\,\eta\,i\delta\,d'}{M} = -\frac{S\,\Delta E\,d'}{2A}. \tag{28}$$

Adding $D_{01}=\langle\phi_0|\partial^2\phi_1\rangle_r=d'$ at the centroid adds $-d'(\bar R)S_{kl}/2M$ to $H^{01}_{kl}$ but $+d'(\bar R)S_{lk}/2M$ to $H^{10}_{lk}$, breaking Hermiticity.

## (g) A solvable two-state model

Take $M=1$ and the diabatic potential matrix $V = \tfrac12x^2\,\mathbb 1 + \begin{pmatrix}\kappa x&c\\c&-\kappa x\end{pmatrix}$ with $\kappa=c=0.4$. Find $E_I$ and $d$, and compare the results of parts (a) to (f) with a direct treatment on a grid in the diabatic picture.

### Solution

Set $\rho = \sqrt{\kappa^2x^2+c^2}$, $\kappa x = \rho\cos\vartheta$, $c=\rho\sin\vartheta$, with $0<\vartheta<\pi$. The matrix is $\rho$ times a reflection. Acting on $u_1 = (\cos\frac\vartheta2,\sin\frac\vartheta2)$ it gives $\rho(\cos\vartheta\cos\frac\vartheta2+\sin\vartheta\sin\frac\vartheta2,\ \sin\vartheta\cos\frac\vartheta2-\cos\vartheta\sin\frac\vartheta2) = \rho u_1$ by the difference formulas. The orthogonal vector $u_0 = (-\sin\frac\vartheta2,\cos\frac\vartheta2)$ has eigenvalue $-\rho$ because the trace is zero. Thus $E_{0,1} = x^2/2\mp\rho$. Since $u_1' = \tfrac12\vartheta'u_0$, $d = u_0\cdot u_1' = \vartheta'/2$. From $\cot\vartheta = \kappa x/c$ follows $-\vartheta'/\sin^2\vartheta = \kappa/c$, and $\sin^2\vartheta = c^2/\rho^2$ gives

$$d = -\frac{\kappa c}{2(\kappa^2x^2+c^2)}.$$

The poles of $d$ and the branch points of $E_I$ lie at $x=\pm ic/\kappa$, the singularities that limit (20). The electronic space has exactly two states, so (4) is exact. The diabatic grid Hamiltonian contains no $d$ or $D$, which makes it an independent check.

The first group of tests uses six Gaussians, three per state, with unequal widths, unnormalized amplitudes and velocities that obey no law of motion. The closed forms (12), (15), (17) agree with quadrature and finite differences in time. The matrix built from (4) and (16), and the second form of (24), agree with the grid operator taken between the vectors $\chi_ku_{I_k}$. Equation (7) holds while $dS/dt\neq\dot S$. With $\dot c$ from (5) the residual is orthogonal to every basis function, though its norm is not small. It is 0.4387 au before the sixth function is added at zero amplitude and 0.4375 au after. Equation (9) gives $\dot n_0 = 0.160797$ au, equal to the grid value, and (10) gives $\dot E = -0.12637$ au, which the finite difference confirms. With SPA0 elements the rate of change of the norm is $2.3\times10^{-9}$ au, zero within the finite-difference error, and it becomes $-0.00204$ au when $d'(\bar R)/2$ is added.

The second group checks (20) by quadrature for an exponential and for a nonseparable cubic in two coordinates, and measures the exponent of the error in $1/A$ on $E_0(x)$ from two large values of $A$. It is 0.501 for SPA0 at fixed $A\delta^2$, 1.000 for $V(R^*)$, and 1.000 for SPA0 with equal momenta. The coefficients $i\delta V'$ and $V''/4A$ are tested too.

The third group integrates (6) with matrix elements from quadrature, without SPA0. Both states carry a square phase-space lattice of spacing 1.8 au centred at $x_0=-2.0$, $p_0=2.0$, with $\alpha=0.5$, and each function moves classically on its own surface. The central function of the upper state starts with unit amplitude. At $t=1.5$ au the exact lower-state population is 0.69213. The squared distance $\|\Psi-\Psi_{\rm exact}\|^2$ between the normalized states, and $n_0$, are:

| functions per state | $\Vert\Psi-\Psi_{\rm exact}\Vert^2$ | $n_0$ |
|---|---|---|
| 1 | $1.61\times10^{-1}$ | 0.58146 |
| 9 | $3.54\times10^{-4}$ | 0.69182 |
| 25 | $9.73\times10^{-9}$ | 0.69213 |

At the final time the norm departs from one by at most $3.8\times10^{-11}$ in these runs, including the first, whose population is low by $0.69213-0.58146 = 0.111$. With nine functions per state and $\dot S\to\tfrac12dS/dt$ the norm is kept to $6.2\times10^{-10}$ while the squared distance is 1.889. This distance equals $2-2\,\mathrm{Re}\langle\Psi_{\rm exact}|\Psi\rangle$ and does not separate an error of overall phase from an error of shape.

## (h) LiH: SPA0 against quadrature

For the X and A $^1\Sigma^+$ states of LiH, in radial motion without rotation and with $\alpha=5.0$ bohr$^{-2}$ for all functions, evaluate (i) the potential element between two X-state Gaussians at $R_k=5.9$, $R_l=6.1$ bohr with $P_k=14.0$, $P_l=11.0$ au, and (ii) the coupling between an A-state parent at 6.0 bohr with $P_l=8.0$ au and its energy-conserving X-state child. All $\gamma$ are zero.

### Solution

The electronic states are computed by full configuration interaction for two valence electrons in the 6-31++G basis, with the Hartree–Fock Li $1s$ core frozen. The energies at 6.0 bohr are tested against an independent CI solver. The numbers belong to this level of theory and to a two-state truncation, and the digits shown serve the arithmetic only: the curves are not converged in the basis. With aug-cc-pVTZ without $f$ functions the gap (1.461 eV) and $E_X''$ at 6.0 bohr barely move, but $E_X'$ rises from 0.0140 to 0.0183 $E_h$/bohr, $d$ falls from 0.177 to 0.155 bohr$^{-1}$, $d'$ rises from 0.039 to about 0.087 bohr$^{-2}$ and $d''$ goes from $-0.092$ to about $-0.027$ bohr$^{-3}$; aug-cc-pVDZ lies between the two for these four quantities. The SPA0 error in (i) then grows from 57 to about 75 meV. With masses 6.940 and 1.008 u the reduced mass is $\mu=1604.4\,m_e$, which takes the place of $M$.

The coupling comes from overlaps $O_{IJ} = \langle\phi_I(R-\frac h2)|\phi_J(R+\frac h2)\rangle$ at a small step $h$, with the nuclear centre of mass fixed, since $\partial$ is taken at fixed electron coordinates measured from that point. The value of $d$ depends on this choice: at 6.0 bohr in 6-31++G it is 0.158 bohr$^{-1}$ with Li held fixed and 0.309 bohr$^{-1}$ with H held fixed, against 0.177 bohr$^{-1}$ here. Expanding both states, the first-order term of $O_{01}$ is $\frac h2(\langle\phi_0|\partial\phi_1\rangle-\langle\partial\phi_0|\phi_1\rangle) = hd$ and that of $O_{10}$ is $-hd$. The second-order term $\frac{h^2}{8}(\langle\phi_0|\partial^2\phi_1\rangle+\langle\partial^2\phi_0|\phi_1\rangle)-\frac{h^2}{4}\langle\partial\phi_0|\partial\phi_1\rangle$ is the same in both for real states. Hence $d = (O_{01}-O_{10})/2h+O(h^2)$. State 0 is X, state 1 is A, and the relative sign is chosen so that $d>0$. Chebyshev fits of $E_X$, $E_A$ and $d$ supply the curves for quadrature and the values at complex $R^*$; they are tested against a direct calculation at 6.0 bohr, which is not a node.

At $\bar R=6.0$ bohr, $E_X=-7.946831$ and $E_A=-7.893223\ E_h$, so $\Delta E=0.053608\ E_h=1.459$ eV. Further $E_X'=0.014039\ E_h$/bohr, $E_X''=-0.008560\ E_h$/bohr$^2$, $d=0.17701$ bohr$^{-1}$, $d'=0.03880$ bohr$^{-2}$, $d''=-0.09188$ bohr$^{-3}$. In both cases $A=10$ bohr$^{-2}$ and $1/2A=0.05$ bohr$^2$.

(i) The shift is $\delta=(11-14)/20=-0.1500$ bohr. From (12), $|S|=\exp(-25\times0.2^2/10-10\times0.15^2)=e^{-0.325}=0.72253$ and $\varphi=11(-0.1)-14(0.1)=-2.5$, so $S=-0.57885-0.43241i$. From (15), $\eta=(2\times25\times0.2+5\times25\,i)/10=1.000+12.500i$ bohr$^{-1}$. Then $\eta^2-2\times25/10=-160.25+25i$, and (16) gives $T/S=(160.25-25i)/3208.8=0.04994-0.00779i\ E_h$.

SPA0 sets $V/S=E_X(\bar R)$. The corrections in (21) are

$$i\delta E_X'=-0.15\times0.014039\,i=-2.106\times10^{-3}i,\qquad\tfrac12E_X''(0.05-0.0225)=-0.004280\times0.0275=-1.177\times10^{-4},$$

in $E_h$. Quadrature gives $V/S-E_X(\bar R)=-1.174\times10^{-4}-2.107\times10^{-3}i\ E_h$, which differs from their sum by about $1.5\times10^{-6}\ E_h$. The absolute error of SPA0 in $V/S$ is $2.111\times10^{-3}\ E_h=57.4$ meV, almost all from the first-order term. At the complex saddle $E_X(R^*)-E_X(\bar R)=9.64\times10^{-5}-2.106\times10^{-3}i\ E_h$. Its error is $2.138\times10^{-4}\ E_h=5.8$ meV, about ten times smaller, in line with $|E_X''|/4A=0.008560/40=2.14\times10^{-4}\ E_h$. In the element itself the first-order term is $2.106\times10^{-3}\times0.72253=1.52\times10^{-3}\ E_h$, below the bound $0.014039/\sqrt{20e}=1.90\times10^{-3}\ E_h$ of (23). The two-state diagonal term is $d^2/2\mu=0.17701^2/3208.8=9.76\times10^{-6}\ E_h$, about 200 times smaller than the SPA0 error in $V/S$; this ratio does not measure the full diagonal correction. The complete radial term $\langle\partial\phi_X|\partial\phi_X\rangle/2\mu$, obtained from $2(1-O_{00})/h^2$, is about $1.1\times10^{-4}\ E_h$, some eleven times the two-state value, about 19 times smaller than the SPA0 error and half the error of the complex saddle.

(ii) Energy conservation gives $P_k^2=64+2\times1604.4\times0.053608=236.02$, so $P_k=15.363$ au. Then $\delta=(8-15.3629)/20=-0.3681$ bohr, $\delta^2=0.1355$ bohr$^2$, $S=e^{-1.355}=0.25786$ and $\eta=11.6815i$ bohr$^{-1}$. The common factor is $-S\eta/\mu=-0.25786\times11.6815\,i/1604.4=-1.8775\times10^{-3}i$, and

$$H_{XA}(\mathrm{SPA0})=-1.8775\times10^{-3}\times0.17701\,i=-3.323\times10^{-4}i\ E_h .$$

To second order $\langle d\rangle/S=0.17701-0.3681\times0.03880\,i+\tfrac12(-0.09188)(0.05-0.1355)=0.18094-0.01428i$ bohr$^{-1}$, which gives $H_{XA}=-2.68\times10^{-5}-3.397\times10^{-4}i\ E_h$. The real part is (28): $-0.25786\times0.053608\times0.03880/20=-2.68\times10^{-5}\ E_h$. Direct quadrature of the operator in (4), without use of (24), gives $-2.666\times10^{-5}-3.395\times10^{-4}i\ E_h$, and the program tests that this equals $-\eta\langle d\rangle/\mu$ with the full series (20).

Relative to the modulus of the quadrature value, the complex errors are 0.0810 for SPA0, 0.0148 for the complex saddle and 0.0008 for second order. The estimate $|d''(\bar R)|/4A=0.0023$ bohr$^{-1}$, divided by $|\langle d\rangle/S|\approx0.181$ bohr$^{-1}$, gives 0.013 for the saddle error; the printed value is somewhat larger, and (20) calls for $d''$ at $R^*$ and for higher terms that this estimate leaves out. The SPA0 error is mostly a phase of $\arctan(2.666\times10^{-5}/3.395\times10^{-4})=0.078$ rad, as (28) predicts. The moduli are 9.27 meV by quadrature and 9.04 meV in SPA0, a difference of 2 to 3 per cent of the former. These sizes follow $d$ and $d'$ and so depend on the basis: in aug-cc-pVTZ without $f$ functions, with the second-order formula as reference, the relative error of SPA0 is about 0.20, again mostly a phase, and the moduli are about 8.1 and 7.9 meV.

One printed line seems to go against part (f). Adding the centroid value of $D_{01}$ contributes $-Sd'/2\mu=-0.25786\times0.03880/3208.8=-3.12\times10^{-6}\ E_h$ and lowers the relative error of $H_{XA}$ from 0.0810 to 0.0722. The added term is real and proportional to $d'$, like the missing term (28), and for this element it has the same sign. Their ratio is $(1/2\mu)/(\Delta E/2A)=A/\mu\Delta E=10/86.0=0.12$, so it fills a small part of a gap that has another origin. For the partner element $H_{AX}$ the exact value is the complex conjugate, with the same real part $-2.666\times10^{-5}\ E_h$, while the added term is $+3.12\times10^{-6}\ E_h$. The error there has components $2.98\times10^{-5}$ and $0.71\times10^{-5}\ E_h$, and relative to the modulus $3.405\times10^{-4}\ E_h$ it rises to 0.090. The gain in one element and the loss in the other come from the two halves of the non-Hermitian term found in part (f).

## Calculated quantities

```
model: M = 1, kappa = 0.4, c = 0.4 (au)
snapshot residual norm before, after spawning = 0.4387, 0.4375 au
snapshot dn0/dt formula, grid = 0.160797, 0.160797 au; dE/dt = -0.12637 au
snapshot d(norm)/dt SPA0, SPA0 plus d'/2 = 2.3e-09, -0.00204 au
error order in 1/A: SPA0 0.501, complex saddle 1.000, SPA0 equal P 1.000
dynamics: x0 = -2.0, p0 = 2.0, alpha = 0.5, lattice spacing 1.8, t = 1.5 au
exact lower-state population = 0.69213
 1 per state: |dPsi|^2 = 1.61e-01, norm-1 = -1.8e-14, n0 = 0.58146
 9 per state: |dPsi|^2 = 3.54e-04, norm-1 = -1.7e-11, n0 = 0.69182
25 per state: |dPsi|^2 = 9.73e-09, norm-1 = -3.8e-11, n0 = 0.69213
 9 per state, Sdot -> dS/dt/2: |dPsi|^2 = 1.889, norm-1 = -6.2e-10
LiH: masses 6.940, 1.008 u, mu = 1604.4 m_e, alpha = 5.0 bohr^-2, Rb = 6.0 bohr
E_X = -7.946831, E_A = -7.893223 Eh, gap = 0.053608 Eh = 1.459 eV
E_X' = 0.014039 Eh/bohr, E_X'' = -0.008560 Eh/bohr^2
d direct = 0.17701, interpolated = 0.17701 bohr^-1
d' = 0.03880 bohr^-2, d'' = -0.09188 bohr^-3
diagonal term d^2/2mu = 9.764e-06 Eh
(i) R_k, R_l = 5.9, 6.1 bohr; P_k, P_l = 14.0, 11.0 au
S = -0.57885 -0.43241i, |S| = 0.72253, delta = -0.1500 bohr
eta = 1.000 +12.500i bohr^-1, T/S = 4.99397e-02 -7.79090e-03i Eh
V/S - E_X(Rb), quadrature     = -1.17383e-04 -2.10738e-03i Eh
V/S - E_X(Rb), complex saddle = 9.64189e-05 -2.10558e-03i Eh
V/S - E_X(Rb), second order   = -1.17694e-04 -2.10587e-03i Eh
|error of V/S|: SPA0 2.111e-03 Eh = 57.4 meV, saddle 2.138e-04 Eh = 5.8 meV
(ii) parent on A: P_l = 8.0 au, child on X: P_k = 15.3629 au, both at Rb
S = 0.25786, delta = -0.3681 bohr, eta = 0.0000 +11.6815i bohr^-1
H_XA quadrature     = -2.66563e-05 -3.39469e-04i Eh, rel. error 0.0000
H_XA SPA0           = 0.00000e+00 -3.32323e-04i Eh, rel. error 0.0810
H_XA complex saddle = -2.80868e-05 -3.44314e-04i Eh, rel. error 0.0148
H_XA second order   = -2.68145e-05 -3.39701e-04i Eh, rel. error 0.0008
H_XA SPA0 plus d'/2 = -3.11760e-06 -3.32323e-04i Eh, rel. error 0.0722
|H_XA| quadrature = 9.27 meV, SPA0 = 9.04 meV
```
